# Impurity-Limited Mobility in a Thin Membrane between Dielectrics, part 1

(Sections cited here and not found follow in the second part.)

## The field of a charge in the membrane

A calculation of the impurity-limited mobility of a thin semiconducting sheet must begin by choosing the permittivity in the Coulomb matrix element. The sheet's own value, that of its surroundings and a fixed average of the two give different answers, and the choice decides whether a high-permittivity coating is predicted to help. In general no single constant is right: the interaction depends on the wavevector transferred in the collision. It must be found from Poisson's equation.

**Model and conventions.** The membrane occupies $|z|<a/2$ and has relative permittivity $\varepsilon_s$. The half-spaces on both sides have relative permittivity $\varepsilon_e$. The dielectrics are linear, static and local, with sharp interfaces. A point charge $+e$, with $e>0$, sits at in-plane position zero and height $z'$. Its potential obeys

$$\nabla\cdot[\varepsilon_0\varepsilon(z)\nabla\phi]=-e\,\delta(\boldsymbol\rho)\,\delta(z-z').\tag{1}$$

The system is uniform in the plane, so we write

$$\phi(\boldsymbol\rho,z)=e\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\boldsymbol\rho}\,G(q;z,z').\tag{2}$$

Two in-plane derivatives give $-q^2$. After a change of sign, (1) becomes

$$-\frac{d}{dz}\left(\varepsilon\frac{dG}{dz}\right)+\varepsilon q^2G=\frac{\delta(z-z')}{\varepsilon_0}.\tag{3}$$

At each interface $G$ and $\varepsilon\,dG/dz$ are continuous, because the interfaces carry no free charge.

**Boundary conditions.** Above the membrane the solution that stays finite is proportional to $e^{-qz}$, so $dG/dz=-qG$ there. Below it the solution is proportional to $e^{qz}$. Continuity turns these facts into conditions on the field just inside:

$$\varepsilon_s\frac{dG}{dz}=\mp\varepsilon_e q\,G\quad\text{at } z=\pm\frac a2.\tag{4}$$

In a uniform medium the solution of (3) is $e^{-q|z-z'|}/(2\varepsilon_0\varepsilon_sq)$: its slope jumps by $-1/(\varepsilon_0\varepsilon_s)$ at $z'$, as the delta function requires. Inside the membrane we add the two solutions of the homogeneous equation,

$$G=\frac{1}{2\varepsilon_0\varepsilon_sq}\left[e^{-q|z-z'|}+Ae^{qz}+Be^{-qz}\right].\tag{5}$$

Let $x=qa$. At the upper interface, (4) reads, after division by $q$,

$$\varepsilon_s\left[-e^{-x/2+qz'}+Ae^{x/2}-Be^{-x/2}\right]=-\varepsilon_e\left[e^{-x/2+qz'}+Ae^{x/2}+Be^{-x/2}\right].$$

Collecting the terms in $A$ on the left gives

$$(\varepsilon_s+\varepsilon_e)Ae^{x/2}=(\varepsilon_s-\varepsilon_e)e^{-x/2}\left(e^{qz'}+B\right).$$

Define $\gamma=(\varepsilon_s-\varepsilon_e)/(\varepsilon_s+\varepsilon_e)$ and $g=\gamma e^{-x}$. Then $A=g(e^{qz'}+B)$. Reflection in the mid-plane exchanges $A$ with $B$ and changes the sign of $z'$, so the lower interface gives $B=g(e^{-qz'}+A)$. Substitution of the second relation in the first yields

$$A=\frac{ge^{qz'}+g^2e^{-qz'}}{1-g^2},\qquad B=\frac{ge^{-qz'}+g^2e^{qz'}}{1-g^2}.\tag{6}$$

Putting these in (5), and pairing the exponentials, we obtain

$$G=\frac{1}{2\varepsilon_0\varepsilon_sq}\left[e^{-q|z-z'|}+\frac{2g\cosh q(z+z')+2g^2\cosh q(z-z')}{1-g^2}\right].\tag{7}$$

The result is symmetric in $z$ and $z'$. If $\varepsilon_e=\varepsilon_s$, then $g=0$ and the field of a uniform medium returns.

**Image charges.** Since $|g|<1$, we may expand $1/(1-g^2)=\sum_{k\ge0}g^{2k}$. The terms of odd order in $g$ are

$$\gamma^{2k+1}e^{-q[(2k+1)a\mp(z+z')]},$$

and those of even order are

$$\gamma^{2k+2}e^{-q[(2k+2)a\mp(z-z')]}.$$

Each exponent is $-q$ times the distance from $z$ to an image at

$$z_n=na+(-1)^nz',\qquad n=\pm1,\pm2,\ldots,\tag{8}$$

and the strength of the image is $\gamma^{|n|}$. The original charge is the term $n=0$. In a uniform medium, $e^{-q|Z|}/(2q)$ is the transform of $1/(4\pi\sqrt{\rho^2+Z^2})$, because both represent the decaying solution for a unit source. The potential inside the membrane is therefore

$$\phi(\rho,z)=\frac{e}{4\pi\varepsilon_0\varepsilon_s}\sum_{n=-\infty}^{\infty}\frac{\gamma^{|n|}}{\sqrt{\rho^2+(z-z_n)^2}}.\tag{9}$$

For $\varepsilon_e<\varepsilon_s$ all images have the sign of the impurity and raise its potential. For $\varepsilon_e>\varepsilon_s$ the nearest two have the opposite sign and the signs then alternate.

Far away in the plane all distances become $\rho$ to leading order. The sum of the strengths is

$$\sum_n\gamma^{|n|}=1+\frac{2\gamma}{1-\gamma}=\frac{1+\gamma}{1-\gamma}=\frac{\varepsilon_s}{\varepsilon_e},\tag{10}$$

so $\phi\to e/(4\pi\varepsilon_0\varepsilon_e\rho)$. The membrane's permittivity has dropped out.

The next term shows how far away one must be. Take $z=z'=0$ and expand each inverse distance as $1/\rho-n^2a^2/(2\rho^3)$. Two applications of $\gamma\,d/d\gamma$ to the geometric series give $\sum_{n\ge1}n^2\gamma^n=\gamma(1+\gamma)/(1-\gamma)^3$. Relative to the leading term, the correction is

$$-\frac{a^2}{\rho^2}\frac{\gamma}{(1-\gamma)^2}=-\frac{a^2}{4\rho^2}\left(\frac{\varepsilon_s^2}{\varepsilon_e^2}-1\right).\tag{11}$$

With $\varepsilon_s=10$, $\varepsilon_e=1$ and $\rho=100a$ this is $-0.0025$. The full image sum gives a ratio of 0.9976 to the limiting potential. A weakly polarizable environment takes over only at distances well beyond $a\varepsilon_s/(2\varepsilon_e)$.

**Average over the electron's position.** The electrons occupy one subband, whose wavefunction we take from a well with infinitely high walls. With $p=2\pi/a$, its density is

$$|\chi(z)|^2=\frac2a\cos^2\frac{\pi z}{a}=\frac1a(1+\cos pz).\tag{12}$$

We neglect the change of this wavefunction caused by the electron's own images. For an impurity at $z_0$, define the dimensionless form factor

$$F_i(z_0)=2\varepsilon_0\varepsilon_sq\int_{-a/2}^{a/2}|\chi(z)|^2G(q;z,z_0)\,dz.\tag{13}$$

The magnitude of the bare impurity-electron energy is then

$$U_i(q)=\frac{e^2F_i}{2\varepsilon_0\varepsilon_sq}.\tag{14}$$

The interaction with a positive impurity is attractive, so the energy itself is $-U_i$. Its transform has the dimension energy times area.

It is easier to solve an equation for $F_i$ than to integrate (7). By the symmetry of $G$, multiplication of (3) by $2\varepsilon_0q$ and averaging give

$$-\frac{d^2F_i}{dz_0^2}+q^2F_i=2q|\chi(z_0)|^2,\tag{15}$$

with the boundary conditions (4). The constant part of the density produces the constant $2/(qa)=2/x$. A trial term $D\cos pz_0$ gives $D(p^2+q^2)=2q/a$, hence $D=2x/(x^2+4\pi^2)$. A particular solution is therefore

$$P(z_0)=\frac2x+\frac{2x\cos(2\pi z_0/a)}{x^2+4\pi^2}.\tag{16}$$

The source is even, so the only homogeneous solution needed is $\cosh qz_0$. Write $F_i=P-K\cosh qz_0$, with $s=\sinh(x/2)$ and $c=\cosh(x/2)$. The slope of $P$ vanishes at $a/2$, where the sine of $\pi$ appears. Condition (4) becomes

$$-\varepsilon_sKqs=-\varepsilon_eq\left[P(a/2)-Kc\right]\quad\Rightarrow\quad K=\frac{\varepsilon_eP(a/2)}{\varepsilon_ss+\varepsilon_ec}.\tag{17}$$

Here

$$P(a/2)=\frac2x-\frac{2x}{x^2+4\pi^2}=\frac{8\pi^2}{x(x^2+4\pi^2)}.\tag{18}$$

To find the corresponding electron-electron quantity we need the average $J$ of $\cosh qz$. The first term of (12) contributes $2s/x$. For the second,

$$\int\cos pz\cosh qz\,dz=\frac{q\sinh qz\cos pz+p\cosh qz\sin pz}{q^2+p^2},$$

as differentiation confirms. Between $-a/2$ and $a/2$ this equals $-2qs/(q^2+p^2)$. Thus

$$J=\frac{2s}{a}\left[\frac1q-\frac q{q^2+p^2}\right]=\frac{2s}{x}\frac{4\pi^2}{x^2+4\pi^2}=sP(a/2).\tag{19}$$

Let

$$r=\frac{\varepsilon_e}{s(\varepsilon_ss+\varepsilon_ec)}.\tag{20}$$

Then $K=rJ$. Averaging $F_i$ once more over (12), in which $\cos pz$ has mean $1/2$, gives the electron-electron form factor $F_e$:

$$F_i=P(z_0)-rJ\cosh qz_0,\qquad F_e=\bar P-rJ^2,\qquad \bar P=\frac2x+\frac{x}{x^2+4\pi^2}.\tag{21}$$

The finite-volume solution of (3) agrees with (7) and (21), to a relative tolerance of $5\times10^{-4}$, for the permittivities, wavevectors and positions tested.

The environment enters (21) through $r$ alone, and

$$\frac{dr}{d\varepsilon_e}=\frac{\varepsilon_s}{(\varepsilon_ss+\varepsilon_ec)^2}>0.\tag{22}$$

Since $J>0$, a larger $\varepsilon_e$ lowers both form factors. They cannot become negative. At a negative interior minimum the left side of (15) would be negative while its right side is not. At an edge where $F_i<0$, condition (4) makes $F_i$ still lower just inside, so the minimum cannot lie there either.

**Limits.** For fixed permittivities and $x\to0$, (17) gives $K\to2/x-\varepsilon_s/\varepsilon_e$. The large terms cancel, and

$$F_i\to\frac{\varepsilon_s}{\varepsilon_e},\qquad F_e\to\frac{\varepsilon_s}{\varepsilon_e}.\tag{23}$$

The permittivity $\varepsilon_s$ then cancels from (14), as in the far field.

The order of limits matters at high permittivity. If $\varepsilon_e\to\infty$ first, then $K\to P(a/2)/c$. For a central impurity and small $x$,

$$F_i(0)\simeq\left(\frac2x+\frac{x}{2\pi^2}\right)-\left(\frac2x-\frac{x}{2\pi^2}\right)\left(1-\frac{x^2}{8}\right)\simeq x\left(\frac14+\frac1{\pi^2}\right).\tag{24}$$

The slope is 0.351. The surroundings now act as grounded plates, but an electron within the membrane still feels the field between them. Equation (23) therefore requires $x\ll\varepsilon_s/\varepsilon_e$ when $\varepsilon_e$ is large. The term (24) contributes a constant to $U_i$, which is a contact interaction in the plane. It is absent from the far field and still scatters electrons.

An impurity at the interface behaves differently. From (17), (19) and (21),

$$F_i(a/2)=P(a/2)\frac{\varepsilon_ss}{\varepsilon_ss+\varepsilon_ec}=\frac{\varepsilon_sJ}{\varepsilon_ss+\varepsilon_ec},\tag{25}$$

which vanishes as $1/\varepsilon_e$ at fixed $x$. A charge on a grounded plate is cancelled by its image.

**Numbers for one wavevector.** Take $a=2$ nm, $\varepsilon_s=10$ and $q=0.5605$ nm$^{-1}$, so $x=1.121$. Then $s=0.590$, $c=1.161$, $J=1.021$ and $P(0)=1.839$. For $\varepsilon_e=1$,

$$r=\frac{1}{0.590(5.90+1.16)}=0.240,\qquad F_i(0)=1.839-0.240\times1.021=1.594.$$

For $\varepsilon_e=100$ the same steps give $r=1.388$ and $F_i(0)=0.422$. In a uniform medium with $\varepsilon_e=\varepsilon_s=10$, $F_i(0)=0.852$ rather than 1, because the electron is spread across the membrane. With this factor removed, the effective permittivity $0.852\,\varepsilon_s/F_i(0)$ rises from 5.3 to 20.2, far less than the hundredfold change outside. At this wavevector neither the membrane's permittivity nor that of the environment can be used alone.

## Screening, scattering and mobility

The membrane has thickness $a$ and permittivity $\varepsilon_s$, and its surroundings have permittivity $\varepsilon_e$. With $x=qa$, the bare impurity-electron energy has magnitude $U_i=e^2F_i/(2\varepsilon_0\varepsilon_sq)$. The electron-electron energy is $v_{ee}=e^2F_e/(2\varepsilon_0\varepsilon_sq)$. The form factors (21) are $F_i=P(z_0)-rJ\cosh qz_0$ and $F_e=\bar P-rJ^2$. The quantity $r$ grows with $\varepsilon_e$; $J$, $P$ and $\bar P$ do not depend on it.

**Two effects of the environment.** A high permittivity outside lowers the impurity's potential in the membrane. It also weakens the repulsion between electrons, through which the electron gas screens that potential. The first effect reduces scattering and the second increases it, so the outcome must be calculated.

Let the screened energy be $-W$. In linear response it draws in an electron density $\Pi W$, where $\Pi>0$ is the static polarizability. These electrons repel another electron with energy $v_{ee}\Pi W$. In the random-phase approximation the total energy is the sum of the bare and induced parts:

$$-W=-U_i+v_{ee}\Pi W\quad\Rightarrow\quad W=\frac{U_i}{1+\Pi v_{ee}}.\tag{26}$$

The bare impurity-electron and electron-electron interactions in the membrane are now known, and (26) gives the screened energy in terms of the polarizability $\Pi$. It remains to find $\Pi$ and to calculate whether a higher permittivity outside reduces the scattering and raises the mobility.
